# Apparent roughening thickness of a stressed film during deposition

**Question.** A coherent film is deposited at constant speed on a substrate of different lattice parameter. At first it looks smooth; at some thickness the instrument begins to report roughness. If the roughness comes from the Asaro-Tiller-Grinfeld instability, how large is this thickness, and how does it scale with deposition speed, stress, initial roughness and detection limit?

**Answer.** It is the thickness deposited while the fastest unstable undulation grows from its initial to its detectable size:

$$h_{\rm app}=V\tau\,\ln\frac{w_d}{w_0}.\qquad(1)$$

Here $V$ is the deposition speed, $\tau$ the time in which the amplitude of the fastest mode grows by a factor $e$, $w_0$ the initial rms roughness and $w_d>w_0$ the smallest detectable one. For a film and substrate of equal stiffness, within the linear theory and provided that deposition noise and thermal fluctuations of the surface are negligible, equation (1) holds when all the initial roughness lies at the fastest-growing wavelength. Under the same conditions it is a lower bound for any other initial spectrum. For the model film below it gives 22 nm, while a random surface with a correlation length of 20 nm needs 35 nm. Thermal fluctuations lower the latter value to 32 nm and the former by about 0.3 nm.

The thickness is only apparent. Halfway to $h_{\rm app}$ the single-mode roughness is already $\sqrt{w_0w_d}$, so nothing switches on at $h_{\rm app}$.

## What drives the growth

Let $z$ point out of the film, with the solid below the surface

$$h(x,t)=Vt+A(t)\cos kx,\qquad kA\ll1 .$$

The flat film carries an equibiaxial stress $\sigma$, tensile or compressive. Elasticity and surface energy $\gamma$ are isotropic, and film and substrate have the same Young modulus $E$ and Poisson ratio $\nu$. The interface is flat and the surface stays above it. Thickness is counted from a thin continuous film that already has roughness $w_0$; that starting layer must be added if it matters.

**Stress at the surface.** Measure $z$ from the mean surface. A decaying perturbation of the stress follows from the Airy function $\phi=b\,z\,e^{kz}\cos kx$. This is $z$ times a harmonic function and therefore biharmonic, as equilibrium and compatibility require. Then

$$\delta\sigma_{xx}=\phi_{zz}=b(2k+k^2z)e^{kz}\cos kx,$$
$$\delta\sigma_{zz}=\phi_{xx}=-bk^2z\,e^{kz}\cos kx,$$
$$\delta\sigma_{xz}=-\phi_{xz}=bk(1+kz)e^{kz}\sin kx .$$

The surface normal is proportional to $(-h',1)$, with $h'=-kA\sin kx$. To first order, zero traction requires $\delta\sigma_{zz}=0$ at $z=0$, which holds already, and

$$-h'\sigma+\delta\sigma_{xz}=kA\sigma\sin kx+bk\sin kx=0 .$$

Hence $b=-A\sigma$, and at the surface

$$\delta\sigma_{xx}=-2kA\sigma\cos kx .\qquad(2)$$

Crests are relaxed and troughs are more highly stressed. The film thickness does not appear. With equal elastic constants the perturbation passes through the interface unchanged, and the misfit stress itself exerts no traction on a flat interface.

**Elastic energy density.** The undulation does not vary along $y$, so $\delta\varepsilon_{yy}=0$. Since $\delta\sigma_{zz}=0$ at the surface, this gives $\delta\sigma_{yy}=\nu\,\delta\sigma_{xx}$. From

$$w_{\rm el}=\frac{\sigma_{xx}^2+\sigma_{yy}^2-2\nu\sigma_{xx}\sigma_{yy}}{2E}$$

the first-order change about $\sigma_{xx}=\sigma_{yy}=\sigma$ is

$$\delta w_{\rm el}=\frac{\sigma(1-\nu)}{E}(\delta\sigma_{xx}+\delta\sigma_{yy})=\frac{\sigma(1-\nu^2)}{E}\,\delta\sigma_{xx}=-\frac{2(1-\nu^2)\sigma^2}{E}\,kA\cos kx .$$

**Chemical potential.** An atom of volume $\Omega$ added at the surface costs surface energy $\Omega\gamma\kappa$, where the curvature is $\kappa=-h''=k^2A\cos kx$, and elastic energy $\Omega w_{\rm el}$. The varying part is

$$\delta\mu=\Omega\gamma\,(k^2-k_ck)A\cos kx,\qquad k_c=\frac{2(1-\nu^2)\sigma^2}{E\gamma}.\qquad(3)$$

For $k<k_c$ the crests have the lower chemical potential and attract atoms. For $k>k_c$ surface energy wins and the undulation decays.

## The growth time

Let mobile atoms of density $n_s$ per area diffuse with coefficient $D_s$. Their flux is $J=-(D_sn_s/k_BT)\,\partial_x\mu$. Conservation of volume with a uniform vertical supply gives

$$\partial_th=V-\Omega\,\partial_xJ=V+\frac{D_sn_s\Omega}{k_BT}\,\partial_x^2\mu .$$

The constant $V$ moves only the mean height. On the cosine, $\partial_x^2$ gives $-k^2$, so (3) yields $\dot A=s(k)A$ with

$$s(k)=B(k_ck^3-k^4),\qquad B=\frac{D_sn_s\Omega^2\gamma}{k_BT}.\qquad(4)$$

Setting $s'(k)=Bk^2(3k_c-4k)=0$ gives the fastest wavenumber $k_m=\tfrac34k_c$. Its rate is

$$\frac1\tau=Bk_m^3(k_c-k_m)=B\cdot\frac{27}{64}k_c^3\cdot\frac{k_c}{4}=\frac{27}{256}Bk_c^4 .\qquad(5)$$

An amplitude at $k_m$ grows as $A_0e^{t/\tau}$. It gains the factor $w_d/w_0$ in the time $\tau\ln(w_d/w_0)$, during which the film thickens by (1).

As a test, the surface equation was integrated in real space with steady deposition, for a cosine at $k_m$ sampled by about 33 points per wavelength and amplified tenfold. The thickness reached was 0.994 of (1). The difference is a grid effect. The discrete second derivative lowers $k^2$ by the fraction $\epsilon=(k\Delta x)^2/12\approx0.3\%$. The rate at $k_m$, proportional to $k^2(k_ck-k^2)$, loses $\epsilon$ from the first factor and gains $3\epsilon$ from the second, so growth is faster by $2\epsilon\approx0.6\%$.

## How it scales

Inserting $B$ and $k_c$ in (5),

$$h_{\rm app}=\frac{16\,k_BT\,\gamma^3E^4}{27\,D_sn_s\Omega^2(1-\nu^2)^4\sigma^8}\;V\ln\frac{w_d}{w_0}.\qquad(6)$$

With the other quantities in (6) fixed, the thickness is proportional to $V$ and to $\sigma^{-8}$. The power of $\sigma$ compares films whose initial roughness lies, in each case, at the film's own fastest wavelength, which varies as $\sigma^{-2}$. For one given initial surface it is not exact. The eighth power arises because $k_c\propto\sigma^2$ and $1/\tau\propto k_c^4$. In terms of a misfit strain $\varepsilon$, $\sigma=E\varepsilon/(1-\nu)$ in magnitude, and the dependence becomes $E^{-4}\varepsilon^{-8}$. Temperature acts mainly through $D_sn_s$ when surface transport is thermally activated.

The roughnesses enter through a logarithm. A better instrument therefore finds a smaller thickness in the same film, and two values of $h_{\rm app}$ can be compared only if their detection limits are known.

## A worked estimate

Take $E=150$ GPa, $\nu=0.25$, $\varepsilon=0.01$, $\gamma=1$ J/m², $T=900$ K and $\Omega=0.02$ nm³. Transport is set by $D_s=5\times10^{-14}$ m²/s and $n_s=10$ nm⁻². These are round model parameters. The stress magnitude is

$$\sigma=\frac{150\times0.01}{0.75}=2\ \text{GPa},$$

and, since 1 GPa divided by 1 J/m² is 1 nm⁻¹,

$$k_c=\frac{2\times0.9375\times2^2}{150\times1}=0.05\ \text{nm}^{-1},\qquad k_m=0.0375\ \text{nm}^{-1}.$$

Undulations longer than 126 nm grow, and the fastest has a wavelength of 168 nm. Equation (4) gives $B=1.61\times10^4$ nm⁴/s, so

$$\tau=\frac{256}{27\times1.61\times10^4\times(0.05)^4}\approx94\ \text{s}.$$

At $V=0.1$ nm/s the film gains $V\tau=9.4$ nm per $e$-folding. For $w_0=0.2$ nm and $w_d=2$ nm,

$$h_{\rm app}=9.4\ \text{nm}\times\ln10=9.4\times2.30\approx22\ \text{nm},$$

reached after 217 s. Each of the following changes is made with the other parameters held fixed:

- Doubling the deposition speed doubles the thickness.
- Doubling the detection limit adds $V\tau\ln2=6.5$ nm.
- Raising the stress by 10% lowers the thickness from 22 to 10 nm if the initial roughness lies at the new fastest wavelength, 138 nm. If it stays at 168 nm, the growth rate rises by the factor $(0.0605-0.0375)/(0.05-0.0375)=1.84$, and the thickness falls to 11.8 nm.

Among the quantities in (6), varied independently, the stress has the largest exponent, so a given small relative error matters most there. Temperature can matter more once its effect on $D_sn_s$ is included: at 900 K and with an activation energy of 1 eV, a 1% error in temperature changes the thickness by about 12%, against 8% for a 1% error in stress.

The linear theory must still hold at detection. A cosine with an rms value of 2 nm has amplitude $\sqrt2\,w_d$ and maximum slope $k_m\sqrt2\,w_d=0.11$. For this finite slope, the first harmonic of the elastic energy density at the surface is 1.7% below its linear value, so the elastic driving force at the wavelength of the undulation is still close to linear. Growth is the difference of an elastic and a surface term, so the growth rate is affected more: for a pure cosine of this slope it would be about 6% below its linear value. The surface does not stay a pure cosine, however. A second harmonic, which sharpens the troughs, reaches about 9% of the fundamental at detection and acts back on it at the same order. In the full nonlinear evolution the fundamental then grows about 2% faster than its linear rate, and detection comes at 21.6 nm instead of 21.7 nm. A much larger $w_d$ would take the estimate outside its range.

## When the initial surface is random

A real starting surface contains many wavelengths. Under equibiaxial stress on an isotropic solid all in-plane directions are equivalent, so $s$ depends only on the magnitude $k$. With an isotropic initial spectrum $C(k)$,

$$w^2(t)=\int_0^\infty\frac{k\,dk}{2\pi}\,C(k)\,e^{2s(k)t}\le e^{2t/\tau}\int_0^\infty\frac{k\,dk}{2\pi}\,C(k)=w_0^2e^{2t/\tau}.\qquad(7)$$

The inequality follows from $s(k)\le1/\tau$ and proves that (1) is a lower bound when no noise is added during growth. Moreover, $w^2$ is a sum of exponentials with positive weights and hence convex in time. Starting below $w_d$, it can cross that level only once.

To see how far the true value lies above the bound, take the height autocorrelation $w_0^2e^{-r^2/\xi^2}$ with correlation length $\xi$. Its two-dimensional Fourier transform is

$$C(k)=\pi\xi^2w_0^2\,e^{-k^2\xi^2/4}.$$

Write $u=k/k_m$, $T_*=t/\tau$ and $q=k_m\xi$. With $k_c=\tfrac43k_m$, (4) becomes $s\tau=4u^3-3u^4$. Its second derivative at $u=1$ is $24-36=-12$, so near the maximum $s\tau\approx1-6(u-1)^2$. After some amplification only a narrow band around $u=1$ matters, and the slowly varying factors may be taken at $u=1$:

$$w^2\approx\frac{k_m^2C(k_m)}{2\pi}\,e^{2T_*}\int_{-\infty}^{\infty}e^{-12T_*x^2}dx=w_0^2f\,e^{2T_*},$$

$$f=\frac{q^2}{2}\,e^{-q^2/4}\sqrt{\frac{\pi}{12T_*}}.\qquad(8)$$

Setting $w=w_d$ and taking the logarithm,

$$T_*=\ln\frac{w_d}{w_0}-\frac12\ln f .\qquad(9)$$

The roughness that belongs in the logarithm is therefore $w_0\sqrt f$, the part that lies in the amplified band. For $q\ll1$ this part is, apart from the slow change of $T_*$, proportional to $\xi$: a surface rough only on short scales offers little to amplify. The factor $q^2e^{-q^2/4}$ is largest at $q=2$ and falls again for longer correlation lengths. The approximation requires the band, whose relative standard deviation is $1/\sqrt{24T_*}$, to be narrow enough that the initial spectrum hardly changes across it. It therefore loses accuracy as $q$ grows: for the parameters above it overestimates the thickness by 1% at $q=2$, 3% at $q=3$, 7% at $q=4$ and 20% at $q=8$.

For $\xi=20$ nm, $q=0.75$. Since $f$ depends weakly on $T_*$, (9) is solved by iteration. At the solution $T_*\approx3.67$,

$$f=0.281\times0.869\times0.267\approx0.065,$$

and $w_0\sqrt f=0.051$ nm, about a quarter of the measured initial roughness. The thickness is $9.42\times3.67\approx34.6$ nm, against 34.5 nm from direct integration of (7). The single-mode value must be multiplied by 1.6.

Without noise, the roughness first falls, from 0.20 to 0.12 nm, with its minimum after 1.3 nm of deposition. The reason lies in the initial spectrum. The fraction of the variance at $k>k_c$, where undulations decay, is $e^{-k_c^2\xi^2/4}=e^{-0.25}\approx0.78$. Early smoothing is thus compatible with a film that is unstable from the start.

The spectral result was also tested on ten random surfaces constructed in real space with this correlation length. Evolved to the time found by integration, they had the required rms roughness of 2 nm to within the sampling error of about 1%. The rms slope of such a surface is close to $k_mw_d=0.075$, as for the cosine above, but its slope has no fixed maximum. Some places are much steeper, and there the linear theory is less accurate.

## Deposition noise and thermal noise

Atoms arriving at random supply roughness of their own. In time $t$ the mean number per area is $Vt/\Omega$, and each contributes $\Omega^2$ to the spectrum, so the supply rate is $\Omega V$:

$$\dot C=2sC+\Omega V,\qquad C(k,t)=C(k,0)e^{2st}+\Omega V\,\frac{e^{2st}-1}{2s}.$$

At $k_m$, once $e^{2t/\tau}\gg1$, the noise acts like an additional initial spectrum

$$\frac{\Omega V\tau}{2}=\frac{0.02\times9.42}{2}=0.094\ \text{nm}^4 .$$

The initial surface has $C(k_m,0)=44$ nm⁴, so deposition noise is negligible here; it lowers the thickness by 0.01 nm.

Thermal noise is larger. The hops that carry atoms along the surface are themselves random. On an unstressed surface, where $s=-Bk^4$, they must maintain the equilibrium spectrum $k_BT/(\gamma k^2)$. Their supply rate is therefore

$$2Bk^4\,\frac{k_BT}{\gamma k^2}=2D_sn_s\Omega^2k^2 .$$

With the same mobility in the stressed film, this acts at $k_m$ like an additional initial spectrum

$$D_sn_s\Omega^2k_m^2\tau\approx26.5\ \text{nm}^4,$$

more than half of the 44 nm⁴ present at the start. Including it in the integration lowers the thickness for the random surface from 34.5 to 31.9 nm. With the same correlation length, thermal noise contributes more at $k_m$ than the initial surface once $w_0$ is below about 0.16 nm. The thickness stays finite even for $w_0\to0$, whereas (1) diverges.

## When the substrate has another stiffness

Equation (1) uses a single growth rate for the whole deposition. If the moduli differ, the rate depends on thickness, and for a mode $k$ amplified from $A_0$ to $A_d$ the relation becomes

$$V\ln\frac{A_d}{A_0}=\int_0^{h_{\rm app}}s(k,h)\,dh .$$

The size of the effect follows from the elastic energy released by the undulation. For equal moduli it is $(1-\nu^2)\sigma^2kA^2/(2E)$ per area. This agrees with (3), because the derivative of the energy with respect to $A$ is $\langle\delta\mu\cos kx\rangle/\Omega$, half the amplitude of $\delta\mu/\Omega$. If the released energy is multiplied by $r$, so is $k_c$ in (4), and the rate at the original $k_m$ changes by the factor

$$\frac{rk_c-k_m}{k_c-k_m}=4r-3 .$$

A small change in elastic relaxation is thus magnified fourfold, because growth at $k_m$ is the difference of an elastic and a surface term in the ratio 4:3.

Finite-element calculations with $kA=0.05$ and $\nu=0.25$ gave $r=0.993$ at $kh=0.5$ and $0.992$ at $kh=2$ for equal moduli. This confirms the formula and its independence of thickness to within 1%. With the film modulus held fixed and a substrate twice as stiff, $r$ was 0.84 and 0.95 at these thicknesses, so the rate at $k_m$ falls to roughly 0.4 and 0.8 of its equal-modulus value. With a substrate half as stiff, $r$ was 1.17 and 1.05, and the rate rises by factors of about 1.7 and 1.2. The finite-element values lie about 0.7% below the exact small-amplitude limit, which gives $r=0.843$ and $0.961$ for the stiffer substrate and $1.176$ and $1.053$ for the softer one. For thinner films the effect is larger: as $kh\to0$, $r$ tends to the ratio of film to substrate modulus, 0.5 or 2 here, and while $r<\tfrac34$ the mode at $k_m$ decays. The single-mode film above ends at $k_mh=0.81$, well within this range. For an undulation at the same $k_m$, the integral gives about 49 nm on the stiffer substrate and 6 nm on the softer one, instead of 22 nm.

## Comparison with real films

A misfit of 1%, a stress of a few GPa and a surface energy near 1 J/m² are reasonable for coherent crystalline films. The transport parameters need more care. A density of 10 nm⁻² is comparable with that of all surface sites, far above what is expected for free adatoms on a well-ordered surface. $D_s$ should therefore be read as an effective diffusivity averaged over all surface atoms. Only the product $D_sn_s$ enters, and an error of a factor of ten in it changes $h_{\rm app}$ by a factor of ten.

The assumption most at risk is coherence. At 1% misfit, dislocations can become energetically favourable at a thickness of very roughly 10 nm, below both estimates, although barriers to their formation may delay them. If they lower the stress, growth slows steeply: between films held throughout at 2.2 and at 2.0 GPa, each with its initial roughness at its own fastest wavelength, the single-mode thickness rises from 10 to 22 nm. Wetting forces in the first layers, facets and step-edge barriers are also absent from the model.

The estimate fails at both ends of the speed range. For very slow deposition $h_{\rm app}$ becomes comparable with $w_d$, and the troughs reach the interface before the film is thick enough for the theory to apply. For very fast deposition the film may lose its stress to dislocations before the undulation becomes visible. Between these limits, (1) gives the scale and (9) the correction for the initial surface, provided that noise adds little, that the film stays coherent, that facets, step-edge barriers and wetting forces are unimportant, and that film and substrate have nearly the same stiffness. If only the stiffness condition fails, the thickness-dependent growth rate of the previous section is needed; it does not repair the other conditions. The numerical output lists the model parameters and the main results without thermal noise.

## Computed results

```
Young modulus: 150 GPa
Poisson ratio: 0.25
misfit strain magnitude: 0.01
film stress magnitude: 2 GPa
surface energy: 1 J/m^2
temperature: 900 K
atomic volume: 0.02 nm^3
surface diffusivity: 5e-14 m^2/s
mobile atom density: 10 nm^-2
coefficient B: 1.61e+04 nm^4/s
deposition speed: 0.1 nm/s
initial rms roughness: 0.2 nm
detectable rms roughness: 2 nm
correlation length: 20 nm
critical wavenumber kc: 0.05 nm^-1
critical wavelength: 125.7 nm
fastest wavenumber km: 0.0375 nm^-1
fastest wavelength: 167.6 nm
growth time tau: 94.25 s
thickness per e-folding V*tau: 9.425 nm
logarithm ln(wd/w0): 2.303
time to detection, single mode: 217 s
apparent thickness, single mode: 21.7 nm
km times single-mode thickness: 0.8138
km*xi: 0.75
broad spectrum: time/tau at detection: 3.662
broad spectrum: thickness, quadrature: 34.51 nm
broad spectrum: thickness, closed form: 34.56 nm
band factor f at detection: 0.06529
effective initial roughness w0*sqrt(f): 0.0511 nm
minimum roughness during early smoothing: 0.1164 nm
thickness at that minimum: 1.323 nm
sampled random surfaces: rms at detection: 1.998 nm
initial spectrum at km: 43.67 nm^4
noise-equivalent spectrum at km: 0.09425 nm^4
thickness change from arrival noise: -0.01191 nm
added thickness if wd is doubled: 6.533 nm
single-mode thickness at 10% higher stress: 10.12 nm
slope km*sqrt(2)*wd at detection: 0.1061
energy-density harmonic there / linear value: 0.9834
relaxation energy / formula, Esub/Efilm=1.0, k*h=0.5: 0.9928
relaxation energy / formula, Esub/Efilm=1.0, k*h=2.0: 0.9923
relaxation energy / formula, Esub/Efilm=2.0, k*h=0.5: 0.8371
relaxation energy / formula, Esub/Efilm=2.0, k*h=2.0: 0.9534
relaxation energy / formula, Esub/Efilm=0.5, k*h=0.5: 1.167
relaxation energy / formula, Esub/Efilm=0.5, k*h=2.0: 1.045
surface simulation thickness / simple law: 0.9941
```
